# Why One Trapped Electron Can Exceed the Charge-Sheet Threshold Step

**Question.** An electron captured at the oxide interface of an n-channel transistor adds one elementary charge \(q>0\) in magnitude. Smeared over the gate area \(A=LW\), this charge raises the threshold voltage by \(q/(C_{ox}A)\), where \(C_{ox}\) is the oxide capacitance per area. Why can a real, localized electron produce a larger step, and what decides whether it does?

**Answer.**

## The mechanism

The trapped electron repels channel electrons within a few nanometres of itself. How much this matters depends on what the current does there. If the current is spread evenly, it flows around the depleted spot. If the potential in the channel is uneven, the current may have to pass through a narrow gap between regions of low electron density. Much of the channel resistance then sits in that gap, and an electron trapped above it raises the resistance where the device is most sensitive. The same electron above a region that carries little current has little effect.

The charge-sheet formula knows the total charge but not its position relative to the current. The missing quantity is the local share of the power dissipated at small drain bias.

## The channel as a conducting sheet

Consider subthreshold operation with constant mobility. The mobile charge is too small to screen the trap, and the fields of source and drain are neglected. Let \(V_t=k_BT/q\), let \(\psi(x,y)\) be the electrostatic potential at the depth of the channel charge, and let \(\varphi\) be the electron quasi-Fermi potential. For a drain bias \(V_D\ll V_t\), the electron density follows \(\exp(\psi/V_t)\), so the sheet conductance and current per width are

\[
g=g_0e^{\psi/V_t},\qquad \mathbf j=-g\nabla\varphi,\qquad \nabla\cdot(g\nabla\varphi)=0 .
\]

The contacts hold \(\varphi=0\) at the source and \(\varphi=V_D\) at the drain; no current crosses the sides. The conductance \(G\) is defined by \(I=GV_D\).

The restriction on \(V_D\) can be relaxed. At larger bias the density follows \(\exp[(\psi-\varphi)/V_t]\), and

\[
\mathbf j=-g_0e^{(\psi-\varphi)/V_t}\nabla\varphi
=V_t\,g\,\nabla e^{-\varphi/V_t}.
\]

The function \(e^{-\varphi/V_t}\) obeys the same linear equation as \(\varphi\) did, with contact values differing by \(1-e^{-V_D/V_t}\). Hence \(I=GV_t(1-e^{-V_D/V_t})\) with the same \(G\), provided the drain does not alter \(\psi\).

## The potential spot and the gate

Put the interface at \(z=0\), the gate at \(z=-t\), and the edge of the depletion layer at \(z=d\). The depletion edge is treated as a planar grounded surface. Let \(\chi\) be the drop of \(\psi\) caused by the trapped electron. For a lateral wavenumber \(k\), Laplace's equation with zero potential change at both outer planes gives

\[
\chi_{ox}=\chi_0\frac{\sinh k(z+t)}{\sinh kt},\qquad
\chi_s=\chi_0\frac{\sinh k(d-z)}{\sinh kd}.
\]

At the interface the normal displacement jumps by the trapped charge. With permittivities \(\epsilon_{ox}\) and \(\epsilon_s\), this condition reads \(\chi_0(\epsilon_{ox}k\coth kt+\epsilon_sk\coth kd)=q\). At channel depth \(z\), therefore,

\[
S(k)=\frac{q\,\sinh k(d-z)/\sinh kd}
{\epsilon_{ox}k\coth kt+\epsilon_sk\coth kd}.
\]

The dimensionless drop at distance \(r\) from the trap is the inverse transform

\[
h(r)=\frac{1}{2\pi V_t}\int_0^\infty kJ_0(kr)S(k)\,dk .
\]

The area integral of the spot is \(S(0)/V_t\). As \(k\to0\), \(k\coth kt\to1/t\) and \(k\coth kd\to1/d\), so with \(C_d=\epsilon_s/d\)

\[
S(0)=\frac{q(1-z/d)}{C_{ox}+C_d}.
\]

A gate change \(\delta V_G\) acts through the same capacitive divider:

\[
\delta\psi=\frac{C_{ox}(1-z/d)}{C_{ox}+C_d}\,\delta V_G
\equiv\frac{\delta V_G}{n_z}.
\]

Comparing the two expressions gives \(S(0)=q/(C_{ox}n_z)\).

## From lost current to threshold shift

Let \(G'\) be the conductance after trapping. Define the threshold step \(\Delta V_T\) as the gate-voltage increase that restores the current. It multiplies every local conductance by \(\exp[\Delta V_T/(n_zV_t)]\), and hence multiplies \(G'\) by the same factor. Setting the product equal to \(G\) gives

\[
\Delta V_T=n_zV_t\ln\frac{G}{G'} .
\]

Now replace the trapped charge by a uniform sheet of density \(q/A\), continued past the channel edges so that no potential is lost there. The drop is then the constant

\[
h_0=\frac{S(0)}{V_tA}=\frac{q}{C_{ox}A\,n_zV_t},
\]

so \(G'=Ge^{-h_0}\) and \(\Delta V_0=q/(C_{ox}A)\). This holds however uneven the channel is. The charge-sheet result thus depends on smearing the trapped charge, and the ratio of the true step to it is \(\ln(G/G')/h_0\).

## Why the local power decides

Let \(\varphi'\) be the solution with the perturbed conductance \(g'=ge^{-h}\) and the same contact values. Multiply \(\nabla\cdot(g\nabla\varphi)=0\) by \(\varphi'\) and integrate by parts. Only the drain contributes, since \(\varphi'=0\) at the source and no current crosses the sides:

\[
\int g\nabla\varphi\cdot\nabla\varphi'\,dA=GV_D^2 .
\]

Exchanging the two solutions gives \(\int g'\nabla\varphi\cdot\nabla\varphi'\,dA=G'V_D^2\). Subtraction yields

\[
G-G'=\frac1{V_D^2}\int(g-g')\,\nabla\varphi\cdot\nabla\varphi'\,dA .
\]

To first order in the trapped charge, \(g-g'\approx gh\) and \(\varphi'\) may be replaced by \(\varphi\). Dividing by \(G\),

\[
\ln\frac{G}{G'}\approx\int w\,h\,dA,\qquad
w=\frac{g|\nabla\varphi|^2}{GV_D^2},\qquad \int w\,dA=1 .
\]

At small drain bias, the weight \(w\) is the fraction of the total power dissipated per unit area. At larger bias the actual power density is different, but \(G\) and \(G'\) are unchanged, so the small-bias \(w\) still determines the step. If \(w\) varies little across the spot and the spot lies inside the channel, the integral becomes \(w(\mathbf r_t)h_0A\) for a trap at \(\mathbf r_t\), and

\[
\Delta V_T\approx\frac{q}{C_{ox}}\,w(\mathbf r_t)
=\Delta V_0\,A\,w(\mathbf r_t).
\]

The gate area has been replaced by the effective area \(1/w(\mathbf r_t)\). In this local limit, the step exceeds the charge-sheet value where the power density exceeds its mean, \(1/A\). If \(w\) changes appreciably across the spot, its value at the trap is not enough, and the full integral \(\int w\,h\,dA\) must be used.

This gain at some positions is paid for at others. Average the first-order result over traps distributed uniformly above the channel, and exchange the integrals over trap position and channel position:

\[
\left\langle\frac{\Delta V_T}{\Delta V_0}\right\rangle=\int w\,c\,dA,
\qquad
c(\mathbf r)=\frac{1}{h_0A}\int_{\rm channel}h(|\mathbf r-\mathbf r_t|)\,dA_t .
\]

By symmetry, \(c(\mathbf r)\) is also the part of the spot of a trap at \(\mathbf r\) that falls inside the channel. Since \(h\) is positive, \(c<1\), and so is the average. Unevenness spreads the steps; to this order it does not raise their mean above the charge-sheet value.

## Strong blocking: what can be guaranteed

Near the trap \(h\) may be several units, and first-order theory is then not enough. Two minimum principles bound the result using the power density before trapping.

First, take any trial potential \(\varphi'+\eta\) with \(\eta=0\) at the contacts. The cross term \(2\int g'\nabla\varphi'\cdot\nabla\eta\,dA\) vanishes on integration by parts, so the trial power is \(G'V_D^2+\int g'|\nabla\eta|^2dA\), which is at least \(G'V_D^2\). Choosing the old potential \(\varphi\) as the trial gives

\[
G'\le\frac1{V_D^2}\int ge^{-h}|\nabla\varphi|^2dA
=G\int we^{-h}dA .
\]

Second, let \(\mathbf j'\) be the true current pattern after trapping, carrying total current \(I\), and take a trial \(\mathbf j'+\boldsymbol\kappa\), where \(\boldsymbol\kappa\) is divergence-free, carries no net current and does not cross the sides. The cross term is \(2\int\mathbf j'\cdot\boldsymbol\kappa/g'\,dA=-2\int\nabla\varphi'\cdot\boldsymbol\kappa\,dA=0\), because \(\varphi'\) is constant on each contact. The trial power is therefore at least \(I^2/G'\). Choosing the old current pattern, with \(I=GV_D\), gives

\[
\frac1{G'}\le\frac1{G^2V_D^2}\int e^{h}g|\nabla\varphi|^2dA
=\frac1G\int we^{h}dA .
\]

Together,

\[
-\ln\int we^{-h}dA\;\le\;\ln\frac{G}{G'}\;\le\;\ln\int we^{h}dA .
\]

If the left side exceeds \(h_0\), a step above the charge-sheet value is certain within the model. The right side is at most the peak of \(h\), so the threshold step cannot exceed \(n_zV_t\,h(0)\): one electron cannot raise the barrier on a path by more than its own peak potential.

## Blocking is not enough: a disc and a strip

Take a uniform channel and lower its conductance by \(e^{-h}\), with constant \(h\), in a small disc of radius \(R\) covering the area fraction \(f\). In an applied field \(E\), let the potential be \(-aEr\cos\theta\) inside and \(-E(r+bR^2/r)\cos\theta\) outside. Continuity of potential and normal current requires

\[
a=1+b,\qquad e^{-h}a=1-b,
\]

hence \(b=(1-e^{-h})/(1+e^{-h})=\tanh(h/2)\). The field inside is \((1+b)E\), and the identity for \(G-G'\) gives

\[
\frac{G-G'}{G}\approx f(1-e^{-h})(1+b)=2f\tanh\frac h2 ,
\]

because \(1-e^{-h}=2b/(1+b)\). This is less than the smeared value \(fh\), since \(\tanh x<x\) for \(x>0\). However strong the blocking, the loss saturates at \(2f\): the current goes around.

A finite-\(f\) estimate surrounds the disc by a host ring, so that the disc fills the fraction \(f\) of the composite, and asks which uniform medium leaves the outer field undisturbed. Matching potential and current at the outer rim gives a conductance ratio \((1-bf)/(1+bf)\), so \(\ln(G/G')\approx2\,\mathrm{artanh}(bf)\), which reduces to \(2bf\) for small \(f\).

Now give the blocked region the shape of a strip across the full width. The resistances add in series:

\[
\ln\frac G{G'}=\ln\left[1-f+fe^h\right]>fh ,
\]

where the inequality follows from the convexity of the exponential. There is no way around, and for large \(h\) the step grows as \(h+\ln f\).

For \(h=4\), a disc with \(f=0.0705\) gives a numerically solved logarithmic step of 0.139, against 0.136 from the formula and 0.282 for smeared charge; the small difference between the first two is mostly grid error at the edge of the disc. A strip with \(f=0.075\) gives 1.613, against 0.300 when smeared. In this uniform channel, the same blocking strength thus gives less than the smeared step for the disc, which the current can go around, and more for the strip, which it must cross. In a wide channel, a ridge of low conductance with a narrow gap can remove the bypass for a trap above the gap.

## The number

Take a channel of 40 nm by 40 nm, a 2 nm oxide, a depletion depth of 20 nm and channel charge at a depth of 1.5 nm. The relative permittivities are 3.9 and 11.7, and the temperature is 300 K, so \(V_t=25.85\) mV. These are model parameters. Then

\[
n_z=\frac{1+(11.7\times2)/(3.9\times20)}{1-1.5/20}
=\frac{1.300}{0.925}=1.405 .
\]

The charge-sheet step is \(\Delta V_0=5.80\) mV, which gives

\[
h_0=\frac{5.80}{1.405\times25.85}=0.160
\]

and a current loss of \(1-e^{-0.160}\), or 14.8 %. The actual spot has a sharp peak of \(3.80\,V_t\), or 98 mV, and falls to half height at about 2 nm. Most of its area integral lies in a weaker tail farther out. The power density varies across that tail, so the first-order values below use the full integral \(\int w\,h\,dA\), not the local value \(w(\mathbf r_t)\).

The uneven channel has a potential ridge across the current direction \(x\), with one gap at the centre:

\[
\frac{\psi}{V_t}=-6\,e^{-(x-L/2)^2/2s^2}
\left[1-e^{-(y-W/2)^2/2b_g^2}\right],
\]

with \(s=5\) nm and \(b_g=6\) nm. It lowers the conductance from \(g_0\) to \(0.328\,g_0\). For a trap above the gap, the region with \(h>1\) covers 2.5 % of the area but dissipates 18.8 % of the power before trapping.

The numerical solution for this trap gives \(\ln(G/G')=0.671\). Therefore

\[
\Delta V_T=1.405\times25.85\ \text{mV}\times0.671=24.4\ \text{mV},
\qquad
\frac{\Delta V_T}{\Delta V_0}=\frac{0.671}{0.160}\approx4.2 .
\]

The current falls by 49 %, so the path is strongly throttled, not closed. The electron acts as if the gate area were \(1600/4.2\approx380\) nm². The lower bound, 0.412, already exceeds \(h_0\), so the excess does not rest on the first-order approximation.

That approximation gives 0.583, or 3.7 times the charge-sheet value. Most of the excess therefore comes from the concentration of power in the gap; the nonlinear response supplies the rest.

Moving the same electron reverses the conclusion. On the ridge, 12 nm to the side of the gap, it gives 3.7 mV, a ratio of 0.64. In an open corner it gives 2.6 mV, a ratio of 0.45; this trap is only 8 nm from a contact, whose fixed potential, neglected here, would weaken the spot but also the gate's control of the channel potential, so the value would change in a direction this model does not fix. Without the ridge, the central trap gives 5.1 mV, a ratio of 0.87. In that uniform channel \(w=1/A\), so first-order theory predicts the part of the spot inside the channel, 0.91; the remaining reduction is nonlinear. Raising the ridge from 0 to 2, 4 and 6 \(V_t\) changes the ratio for the central trap from 0.87 to 1.7, 3.0 and 4.2. The trap is the same throughout, so the increase is due to the ridge.

The single gap above was placed by design. In one sample of a smooth random potential with an rms value of \(2V_t\), 400 trap positions gave a largest ratio of 1.9 and a median of 0.47; 27.5 % of the positions exceeded the charge-sheet step. For a small fictitious charge the mean ratio was 0.71, against 0.70 from \(\int wc\,dA\). Its distance below one measures the part of the spots lost beyond the channel edges, weighted by power. For the full electron charge the mean was 0.64. The ranking of positions followed the first-order result closely, with a rank correlation of 0.995. These figures describe this sample and are not statistics of a transistor technology.

## Where the explanation stops

In strong inversion, mobile electrons screen the spot, and the local conductance no longer follows \(e^{\psi/V_t}\). The trap potential and the common gate factor used above must then be recalculated. Source and drain are idealized too. They weaken the spot of a nearby trap. They also weaken the gate's control of \(\psi\), most near the ends, so that one common \(n_z\) no longer applies, more gate voltage is needed to restore a given loss of current, and the ratios found above, including those below one, would change. In a channel this short their built-in potential raises \(\psi\) towards both ends. The dissipation then concentrates near mid-channel, where a trap can exceed the charge-sheet step even without a ridge. A local conductance with constant mobility also assumes that electrons scatter many times while crossing the spot and the gap. In silicon the mean free path can be several nanometres, comparable with both, so the local current law is itself an approximation here. Scattering by the trapped charge and quantum motion of the channel electrons are left out as well. The numbers therefore show the size of the electrostatic effect in the stated model, not a prediction for a particular device. The numerical output below gives the remaining values.

## Calculated quantities

```
channel length = width: 40 nm
oxide, depletion, channel depth: 2.0, 20.0, 1.5 nm
relative permittivities oxide, semiconductor: 3.9, 11.7
temperature: 300 K, Vt: 25.85 mV
gate factor n_z: 1.405
charge-sheet threshold step: 5.80 mV
charge-sheet log step h0: 0.1596
charge-sheet current loss: 14.8 %
spot peak: 3.80 Vt = 98 mV
spot half-height radius: 2.1 nm
part of central spot inside channel: 0.913
ridge height: 6.0 Vt
ridge sigma, gap sigma: 5.0, 6.0 nm
conductance with ridge, uniform: 0.3284, 1.0000 g0
area share with h > 1: 2.5 %
power share with h > 1: 18.8 %
trap in gap at x, y = 20, 20 nm:
  log step 0.6710, first order 0.5827
  bounds 0.4119 to 1.0076
  threshold step 24.38 mV, ratio 4.203
  current loss 48.9 %
trap on ridge at x, y = 20, 32 nm:
  log step 0.1025, first order 0.1137
  bounds 0.0998 to 0.1616
  threshold step 3.72 mV, ratio 0.642
  current loss 9.7 %
trap open corner at x, y = 8, 32 nm:
  log step 0.0715, first order 0.0732
  bounds 0.0632 to 0.1068
  threshold step 2.60 mV, ratio 0.448
  current loss 6.9 %
uniform channel, central trap: 5.06 mV, ratio 0.873
ridge 0 Vt, trap in gap: ratio 0.874
ridge 2 Vt, trap in gap: ratio 1.726
ridge 4 Vt, trap in gap: ratio 3.008
ridge 6 Vt, trap in gap: ratio 4.204
change of gap step on halved grid: 0.02 %
blocking h in disc and strip: 4.0
disc radius 6.0 nm, area fraction 0.0705
disc log step: 0.1389, formula 0.1361, smeared 0.2819
strip area fraction: 0.0750
strip log step: 1.6134, formula 1.6134, smeared 0.3000
random channel: rms 2.0 Vt, 400 trap positions
random, small charge: mean ratio 0.706, rule 0.696
random, full charge: mean ratio 0.635, median 0.470
random, largest ratio: 1.88
random, share of traps above charge sheet: 27.5 %
random, rank correlation with first order: 0.995
```
